# Translation-Rotation Coordinates for Molecular Fragments and Their Cartesian Derivatives, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The rotation vector and its Cartesian derivatives

### 1. The difficulty with weakly bound fragments

A structure optimizer that moves atoms in a straight line along the Cartesian direction of an infinitesimal rotation deforms the molecule it turns. Let a molecule with atoms at $\tilde x_i$, measured from its centroid, be asked to turn by the rotation vector $\omega$. The straight Cartesian step is $\delta x_i=\omega\times\tilde x_i$. An interatomic vector $r$ then becomes $r+\omega\times r$, and since the two terms are perpendicular its length becomes

$$|r+\omega\times r|=\sqrt{r^2+|\omega\times r|^2}. \tag{1}$$

A bond perpendicular to $\omega$ is stretched by the factor $\sqrt{1+\omega^2}$. In a complex of weakly bound molecules the soft reorientation is thus tied, at second order in the step, to the stiff bond stretches. Bond lengths and angles inside each molecule remove the stretching, but they say nothing about where the molecules sit relative to each other. Distances and angles drawn between atoms of different molecules supply this information, at the price of a choice of atom pairs that may have to change as the molecules slide and turn.

The alternative is to give each fragment three coordinates for its position and three for its orientation. A deformable fragment has no orientation until one is defined, and an optimizer needs the derivatives of the definition with respect to the Cartesian coordinates: the first to transform gradients and steps, the second to transform a Hessian away from a stationary point. Lengths below are in bohr, energies in rydberg and angles in radians.

### 2. Optimal alignment as an eigenvalue problem

A fragment has $N$ atoms at $x_i$. The translation coordinate is the centroid, with unit weights,

$$t=\frac1N\sum_i x_i,\qquad \tilde x_i=x_i-t,\qquad \frac{\partial t_a}{\partial x_{ic}}=\frac{\delta_{ac}}{N}, \tag{2}$$

and its second derivatives vanish because it is linear in $x$. A fixed reference geometry $y_i$ of the same atoms is chosen once and centred, $\sum_i y_i=0$. The orientation is the proper rotation $U$ that carries the reference onto the current geometry with the least squared deviation,

$$D(U)=\sum_i|\tilde x_i-Uy_i|^2=\sum_i|\tilde x_i|^2+\sum_i|y_i|^2-2\sum_i\tilde x_i\cdot Uy_i. \tag{3}$$

The second form uses $|Uy_i|=|y_i|$. Minimizing $D$ means maximizing the last sum. In that sum $\tilde x_i$ may be replaced by $x_i$, because $\sum_i t\cdot Uy_i=t\cdot U\sum_iy_i=0$. Hence

$$\sum_i\tilde x_i\cdot Uy_i=\sum_{ab}U_{ab}R_{ab}=\operatorname{tr}(U^TR),\qquad R_{ab}=\sum_i x_{ia}y_{ib}. \tag{4}$$

Rotations are parametrized by quaternions $q=(q_0,\mathbf q)$, with the associative product

$$(a_0,\mathbf a)(b_0,\mathbf b)=(a_0b_0-\mathbf a\cdot\mathbf b,\;a_0\mathbf b+b_0\mathbf a+\mathbf a\times\mathbf b) \tag{5}$$

and the conjugate $\bar q=(q_0,-\mathbf q)$. From (5), $q\bar q=(|q|^2,0)$, and $\overline{ab}=\bar b\bar a$ because reversing the order flips the sign of the cross product alone. Therefore $|ab|^2=ab\bar b\bar a=|a|^2|b|^2$. For a unit $q$, write a vector $y$ as $(0,y)$ and form $qy\bar q$. The first product is $qy=(-\mathbf q\cdot y,\;q_0y+\mathbf q\times y)$. Multiplying by $\bar q$, the scalar part is $-q_0\,\mathbf q\cdot y+(q_0y+\mathbf q\times y)\cdot\mathbf q=0$. The vector part is $(\mathbf q\cdot y)\mathbf q+q_0(q_0y+\mathbf q\times y)-(q_0y+\mathbf q\times y)\times\mathbf q$. With $-y\times\mathbf q=\mathbf q\times y$ and $(\mathbf q\times y)\times\mathbf q=\mathbf q^2y-(\mathbf q\cdot y)\mathbf q$ this gives

$$U(q)y=(q_0^2-\mathbf q^2)\,y+2(\mathbf q\cdot y)\,\mathbf q+2q_0\,\mathbf q\times y. \tag{6}$$

Put $q_0=\cos(\theta/2)$ and $\mathbf q=n\sin(\theta/2)$ with a unit vector $n$. The double-angle formulas turn (6) into

$$Uy=\cos\theta\;y+(1-\cos\theta)(n\cdot y)\,n+\sin\theta\;n\times y, \tag{7}$$

the right-handed rotation by $\theta$ about $n$. Every proper rotation has an axis and an angle, so the unit quaternions reach all of them. Equation (6) is quadratic in $q$, so $q$ and $-q$ give the same $U$. Associativity gives $U(pq)=U(p)U(q)$, since $(pq)y\overline{(pq)}=p(qy\bar q)\bar p$, and $U(\bar p)=U(p)^T$.

Insert (6) in (4), using $x\cdot(\mathbf q\times y)=\mathbf q\cdot(y\times x)$:

$$\sum_i x_i\cdot Uy_i=(q_0^2-\mathbf q^2)\operatorname{tr}R+2\sum_{kl}q_kq_lR_{kl}+2q_0\,\mathbf q\cdot\sum_i y_i\times x_i. \tag{8}$$

This is a quadratic form $q^TFq$. The symmetric matrix is read off by writing $2R_{kl}$ as $R_{kl}+R_{lk}$ under the symmetric sum, and by sharing the last term between $F_{0k}$ and $F_{k0}$. With $(y\times x)_k=\epsilon_{kab}y_ax_b$,

$$F_{00}=\operatorname{tr}R,\qquad F_{0k}=F_{k0}=\epsilon_{kab}R_{ba},\qquad F_{kl}=R_{kl}+R_{lk}-\delta_{kl}\operatorname{tr}R. \tag{9}$$

Explicitly, $F_{01}=R_{zy}-R_{yz}$, $F_{02}=R_{xz}-R_{zx}$ and $F_{03}=R_{yx}-R_{xy}$. The maximum of $q^TFq$ on the unit sphere is the largest eigenvalue of $F$, attained at its eigenvector:

$$Fq=\lambda q,\qquad q^Tq=1. \tag{10}$$

The opposite convention, rotating the current geometry onto the reference, replaces $R$ by $R^T$. This reverses $F_{0k}$, and with it $\mathbf q$ and the rotation vector.

### 3. The spectrum of $F$ and the condition for a unique orientation

The orientation is defined if $\lambda$ is simple. The spectrum follows from the singular value decomposition $R=V_0\Sigma W_0^T$, with $\sigma_1\ge\sigma_2\ge\sigma_3\ge0$. If $V_0$ or $W_0$ has determinant $-1$, reverse its third column and compensate by reversing the sign of the third diagonal entry. The result is

$$R=V\Delta W^T,\qquad \Delta=\operatorname{diag}(d_1,d_2,d_3)=\operatorname{diag}(\sigma_1,\sigma_2,\chi\sigma_3), \tag{11}$$

with $V$ and $W$ proper. Taking the determinant shows $\chi=\operatorname{sign}\det R$; when $\det R=0$, $\sigma_3=0$ and $\chi$ is immaterial. By cyclic invariance of the trace, $\operatorname{tr}(U^TR)=\operatorname{tr}\big((V^TUW)^T\Delta\big)$. Let $p_V$ and $p_W$ be unit quaternions of $V$ and $W$. Then $V^TU(q)W=U(q')$ with $q'=\bar p_Vqp_W$. The map $q\mapsto q'=Oq$ is linear and preserves the norm, so $O$ is an orthogonal $4\times4$ matrix, and $q^TF(R)q=q^TO^TF(\Delta)Oq$ for all unit $q$. Two symmetric matrices with the same quadratic form are equal, so $F(R)$ and $F(\Delta)$ share their eigenvalues. For diagonal $R$, (9) is diagonal, with entries

$$\lambda=d_1+d_2+d_3,\quad\lambda_1=d_1-d_2-d_3,\quad\lambda_2=-d_1+d_2-d_3,\quad\lambda_3=-d_1-d_2+d_3. \tag{12}$$

The differences are

$$\lambda-\lambda_1=2(\sigma_2+\chi\sigma_3),\qquad\lambda-\lambda_2=2(\sigma_1+\chi\sigma_3),\qquad\lambda-\lambda_3=2(\sigma_1+\sigma_2). \tag{13}$$

All three are non-negative, so $\lambda$ is the largest eigenvalue, and the first is the smallest of them. The top eigenvector is $q'=(1,0,0,0)$, for which $V^TUW=1$, so that

$$U=VW^T. \tag{14}$$

This is the Kabsch solution. The gap $2(\sigma_2+\chi\sigma_3)$ closes in two ways. The first is $\sigma_2=0$, where $R$ has rank one or zero. This happens whenever the reference or the current geometry is a straight line, because every term $\tilde x_iy_i^T$ then shares its row or its column direction, and it happens for a single atom. The rotation about the line is undefined in that case. The second way is $\chi=-1$ with $\sigma_2=\sigma_3>0$, where at least a one-parameter family of rotations fits equally well. The mirror image of the reference then fits the fragment better than the reference does, because an improper $U$ reaches the overlap $\sigma_1+\sigma_2+\sigma_3$ and a proper one only $\sigma_1+\sigma_2-\sigma_3$. A negative $\det R$ alone does no harm. From here on the gap is assumed to be positive.

### 4. The exponential map

The four components of $q$ obey a constraint and cannot serve as independent coordinates. Three free numbers are given by the rotation vector $v=\theta n$. Define the antisymmetric matrix $[a]$ by $[a]b=a\times b$. For a unit vector, $n\times(n\times b)=n(n\cdot b)-b$ gives $[n]^2=nn^T-1$, and since $[n]n=0$ also $[n]^3=-[n]$. The power series of the exponential then collapses to a sine series multiplying $[n]$ and a cosine series multiplying $[n]^2$:

$$\exp[v]=1+\sin\theta\,[n]+(1-\cos\theta)[n]^2. \tag{15}$$

Substituting $[n]^2=nn^T-1$ reproduces (7), so $U=\exp[v]$. In terms of the quaternion, $\theta=2\arccos q_0$ and $n=\mathbf q/\sqrt{1-q_0^2}$, hence

$$v=a(q_0)\,\mathbf q,\qquad a(q_0)=\frac{2\arccos q_0}{\sqrt{1-q_0^2}}=\frac{\theta}{\sin(\theta/2)}. \tag{16}$$

The sign of the eigenvector is fixed by $q_0\ge0$, which restricts $\theta$ to $[0,\pi]$. This choice makes $v$ a function of $x$ alone, and it makes $v$ discontinuous at $\theta=\pi$. A rotation by $\pi+\eta$ about $n$ has $q_0=-\sin(\eta/2)<0$. Reversing $q$ turns it into the rotation by $\pi-\eta$ about $-n$, so $v\cdot n$ passes from $+3.1316$ to $-3.1316$ rad when the applied angle goes from $\pi-0.01$ to $\pi+0.01$. The coordinate is smooth for $\theta<\pi$. An optimizer that approaches $\pi$ can reset the reference to the current geometry. It can also follow the sign of $q$ continuously, since $a$ is smooth for all $q_0>-1$, that is for $\theta<2\pi$.

The derivatives of $a$ follow from $a\sqrt{1-q_0^2}=2\arccos q_0$. Differentiating gives $a'\sqrt{1-q_0^2}-aq_0/\sqrt{1-q_0^2}=-2/\sqrt{1-q_0^2}$. Multiplying by the root gives $(1-q_0^2)a'=q_0a-2$. Differentiating once more gives $(1-q_0^2)a''-2q_0a'=a+q_0a'$. Thus

$$a'=\frac{q_0a-2}{1-q_0^2},\qquad a''=\frac{a+3q_0a'}{1-q_0^2}. \tag{17}$$

At $q_0=1$, the unrotated fragment, these forms are $0/0$. The singularity is removable. The function $\theta/\sin(\theta/2)$ is analytic in $\theta^2$ near zero, and $u=1-q_0=1-\cos(\theta/2)=\theta^2/8-\dots$ can be inverted to give $\theta^2$ as an analytic function of $u$. Hence $a=\sum_kc_ku^k$. With $1-q_0^2=u(2-u)$ and $a'=-da/du$, the first-order equation reads $-u(2-u)\,da/du=(1-u)a-2$. The constant term gives $c_0=2$. The coefficient of $u^k$ gives $-2kc_k+(k-1)c_{k-1}=c_k-c_{k-1}$, that is

$$c_0=2,\qquad(2k+1)c_k=k\,c_{k-1},\qquad a=2+\tfrac23u+\tfrac4{15}u^2+\dots \tag{18}$$

So $a(1)=2$, $a'(1)=-2/3$ and $a''(1)=2c_2=8/15$. The ratio $c_k/c_{k-1}$ tends to $1/2$, so the series converges for $u<2$, up to $\theta=2\pi$. Near $u=0$ the series replaces (16) and (17), and $u$ is best formed as $\mathbf q^2/(1+q_0)$, which equals $1-q_0$ and involves no subtraction of nearly equal numbers.

### 5. Derivatives of the quaternion

Let $\mu=(i,c)$ label the Cartesian coordinate $x_{ic}$, and let a subscript $\mu$ denote the derivative. Because centring dropped out of (4), $R$ is linear in $x$, and $F$ is linear in $R$:

$$R_\mu=e_cy_i^T,\qquad F_\mu=F(R_\mu),\qquad F_{\mu\nu}=0, \tag{19}$$

where $e_c$ is a Cartesian unit vector and $F(\cdot)$ is the rule (9). The matrices $F_\mu$ depend on the reference alone.

A simple eigenvalue and its normalized eigenvector are smooth functions of the matrix. This follows from the implicit function theorem applied to (10), because the linear equations for the derivatives, written next, have a unique solution. Differentiating (10) gives

$$(F-\lambda)q_\mu+(F_\mu-\lambda_\mu)q=0,\qquad q^Tq_\mu=0. \tag{20}$$

Multiply the first equation by $q^T$. The first term vanishes because $F$ is symmetric and $q^T(F-\lambda)=0$, which leaves $\lambda_\mu=q^TF_\mu q$. Let $q^{(k)}$, $k=1,2,3$, be the other orthonormal eigenvectors, and define

$$G=\sum_{k=1}^3\frac{q^{(k)}q^{(k)T}}{\lambda-\lambda_k},\qquad G(\lambda-F)=1-qq^T,\qquad Gq=0. \tag{21}$$

The second relation holds because both sides act identically on all four eigenvectors. Degeneracy among the $\lambda_k$ is harmless, since only the projector on each eigenspace enters. Write (20) as $(\lambda-F)q_\mu=(F_\mu-\lambda_\mu)q$ and apply $G$. The left side becomes $q_\mu-q(q^Tq_\mu)=q_\mu$, and the term $\lambda_\mu Gq$ vanishes:

$$\lambda_\mu=q^TF_\mu q,\qquad q_\mu=GF_\mu q. \tag{22}$$

Differentiate (20) with respect to $x_\nu$, using $F_{\mu\nu}=0$:

$$(F-\lambda)q_{\mu\nu}+(F_\nu-\lambda_\nu)q_\mu+(F_\mu-\lambda_\mu)q_\nu-\lambda_{\mu\nu}q=0,\qquad q^Tq_{\mu\nu}=-q_\mu^Tq_\nu. \tag{23}$$

Move the first term to the other side and apply $G$. The term with $\lambda_{\mu\nu}$ is removed by $Gq=0$, and what results is the part of $q_{\mu\nu}$ orthogonal to $q$. The part along $q$ is fixed by the second equation of (23). Together,

$$q_{\mu\nu}=G\big[(F_\mu-\lambda_\mu)q_\nu+(F_\nu-\lambda_\nu)q_\mu\big]-(q_\mu^Tq_\nu)\,q. \tag{24}$$

The expression is symmetric in $\mu$ and $\nu$. The largest eigenvalue of $G$ is the inverse gap, so (22) carries one inverse power of the gap and (24) up to two.

### 6. Derivatives of the rotation vector

Let $q_{0,\mu}$ and $\mathbf q_\mu$ be the scalar and vector parts of $q_\mu$. The product rule on (16) gives

$$v_\mu=a\,\mathbf q_\mu+a'q_{0,\mu}\,\mathbf q. \tag{25}$$

Differentiate again. The first term yields $a'q_{0,\nu}\mathbf q_\mu+a\,\mathbf q_{\mu\nu}$. The second yields $a''q_{0,\nu}q_{0,\mu}\mathbf q+a'q_{0,\mu\nu}\mathbf q+a'q_{0,\mu}\mathbf q_\nu$. Collected,

$$v_{\mu\nu}=a\,\mathbf q_{\mu\nu}+a'\big(q_{0,\mu}\mathbf q_\nu+q_{0,\nu}\mathbf q_\mu+q_{0,\mu\nu}\mathbf q\big)+a''q_{0,\mu}q_{0,\nu}\,\mathbf q. \tag{26}$$

No constraint term appears, because $q(x)$ stays on the unit sphere and (16) holds identically along it. At $v=0$, $\mathbf q=0$ and $q^Tq_\mu=0$ forces $q_{0,\mu}=0$, so that $v_\mu=2\mathbf q_\mu$ and $v_{\mu\nu}=2\mathbf q_{\mu\nu}$.

### 7. The Jacobian of the exponential map

A change $\delta v$ of the rotation vector is not the same as an additional rotation by $\delta v$, because rotations about different axes do not commute. The relation between the two is needed to interpret (25). Any first-order change of a rotation has the form $\delta U=[\omega]U$, since differentiating $UU^T=1$ shows that $\delta U\,U^T$ is antisymmetric. The vector $\omega$ is the additional rotation in the laboratory frame.

Let $X=[v]$, $Y=[\delta v]$, $E(s)=e^{sX}$, and let $\mathcal D(s)$ be the first-order change of $E(s)$ when $X\to X+Y$. Varying $dE/ds=XE$ gives $d\mathcal D/ds=YE+X\mathcal D$ with $\mathcal D(0)=0$. Then $d(e^{-sX}\mathcal D)/ds=e^{-sX}Ye^{sX}$. Integrate from 0 to 1, multiply by $e^X$ on the left and $e^{-X}$ on the right, and change $s\to1-s$:

$$[\omega]=\mathcal D(1)e^{-X}=\int_0^1e^{sX}Ye^{-sX}\,ds. \tag{27}$$

For a proper rotation $Q$, $Q(a\times b)=Qa\times Qb$, which means $Q[a]Q^T=[Qa]$. Applied under the integral, this gives $\omega=J\,\delta v$ with $J=\int_0^1\exp(s[v])\,ds$. Integrating (15) with $\theta\to s\theta$, and writing $[n]=[v]/\theta$,

$$J=1+\alpha[v]+\beta[v]^2,\qquad\alpha=\frac{1-\cos\theta}{\theta^2},\qquad\beta=\frac{\theta-\sin\theta}{\theta^3}. \tag{28}$$

To invert $J$, note that it leaves $n$ unchanged. In the plane perpendicular to $n$, $[n]$ is a quarter turn with $[n]^2=-1$ and acts as the imaginary unit, so $J$ acts as the number $\int_0^1e^{is\theta}ds=e^{i\theta/2}\sin(\theta/2)/(\theta/2)$. Its inverse is $(\theta/2)\cot(\theta/2)-i\theta/2$. The matrix that is 1 along $n$ and this number in the plane is

$$J^{-1}=1-\tfrac12[v]+\gamma[v]^2,\quad\gamma=\frac{1-\frac\theta2\cot\frac\theta2}{\theta^2},\quad\det J=\left(\frac{\sin(\theta/2)}{\theta/2}\right)^2. \tag{29}$$

The determinant is the squared modulus of the complex number. For small angles $\gamma\to1/12$ and $J\to1$. On $\theta\le\pi$ the determinant is at least $4/\pi^2$, and it first vanishes at $\theta=2\pi$. The failure at $\pi$ is therefore a jump caused by the sign rule, with no divergence of the derivatives. One more identity follows from the integral: $J^T=\int_0^1\exp(-s[v])ds$, so $UJ^T=\int_0^1\exp((1-s)[v])ds=J$, and therefore

$$J^{-1}U=J^{-T}. \tag{30}$$

## Part II. Geometric form, energy derivatives and an ammonia dimer

This part has defined a fragment's rotation vector by optimal alignment with a reference, derived its first and second Cartesian derivatives where the top eigenvalue is simple and $\theta<\pi$, and related its changes to additional rotations. What remains is the geometric form of the first derivative, the properties of the full coordinate set, the transformation of energy gradients and Hessians, and a worked example of two ammonia molecules.
